# Why a thin insulator can unpin a metal contact, at a price

**Question.** A metal placed directly on a semiconductor often gives a barrier that hardly responds to the metal's work function. Why can an insulating film less than a nanometre thick restore that response, and when does the resistance of the film outweigh the benefit?

**Answer.** Inside the semiconductor gap there are no propagating states, but a metal electron at such an energy does not stop at the surface. Its wave continues into the semiconductor as a decaying tail. These tails can hold charge, and their charge sets up a dipole that opposes changes of the barrier. An insulator between the two materials makes the wave decay before it reaches the semiconductor. If the tails inside the insulator itself hold little charge, the barrier can then follow the metal. The electrons that carry current must cross the same film, so they are attenuated too.

## The model

Take a planar contact to a lightly doped n-type semiconductor, with film thickness \(t\). Formulas are in Hartree atomic units; numbers are in eV, nm and Ω cm². All three materials have one effective mass \(m\), the barriers are flat, and transverse momentum is conserved. Current flows by thermal emission over the semiconductor barrier followed by tunnelling through the film. Defect states, fixed charge and image forces are left out. The metal wave's tails inside the film are assumed to hold no charge; only those in the semiconductor do.

Measured from the semiconductor conduction edge, the insulator conduction edge lies higher by \(V\) and the metal band bottom lies lower by \(W\). The charge-neutrality level, at which the gap states carry no net charge, lies \(\phi_0\) below the edge. The barrier \(\phi_B\) is the conduction edge minus the Fermi level, and \(\phi_{SM}\) is its value without gap-state charge.

## How the metal wave fades

Consider normal incidence at an energy \(x\) below the semiconductor conduction edge. The wave numbers are

\[
q=\sqrt{2mx},\qquad \kappa=\sqrt{2m(V+x)},\qquad k=\sqrt{2m(W-x)} .
\]

With the film at \(0<z<t\), the semiconductor wave is \(Ae^{-q(z-t)}\). The film wave that matches its value \(A\) and slope \(-qA\) at \(z=t\) is

\[
\psi=A[\cosh\kappa(t-z)+r\sinh\kappa(t-z)],\qquad r=q/\kappa .
\]

At the metal surface this gives

\[
\psi(0)=A(\cosh\kappa t+r\sinh\kappa t),\quad
\psi'(0)=-\kappa A(\sinh\kappa t+r\cosh\kappa t).
\]

The metal wave is \(C\cos(kz+\theta)\), so \(C^2=\psi(0)^2+[\psi'(0)/k]^2\). With \(s=\kappa/k\),

\[
\frac{A^2}{C^2}=\frac{1}{(\cosh\kappa t+r\sinh\kappa t)^2+s^2(\sinh\kappa t+r\cosh\kappa t)^2}.
\]

The normalization \(C\) is fixed by the deep metal and does not depend on the film. The gap-state density in the semiconductor is therefore proportional to this ratio. For \(\kappa t\gg1\) both hyperbolic functions approach \(e^{\kappa t}/2\), and

\[
\frac{A^2}{C^2}\to\frac{4e^{-2\kappa t}}{(1+r)^2(1+s^2)} .
\]

The wavefunction falls as \(e^{-\kappa t}\) and the density as its square. At \(t=0\) the ratio is \(1/(1+r^2s^2)\). Relative to the direct contact, the thick-film density is thus \(e^{-2\kappa t}\) times \(4(1+r^2s^2)/[(1+r)^2(1+s^2)]\), which is 1.28 in the example below. I replace this factor by one in the simple law and restore it in the fuller calculation.

A real insulator also has a valence band. A chain with site energies \(\pm\Delta_i\), hopping \(\tau\) and spacing \(a\) shows its effect. The amplitudes \(u,v\) on the two kinds of site obey

\[
(E-\Delta_i)u=2\tau\cos(ka)\,v,\qquad (E+\Delta_i)v=2\tau\cos(ka)\,u ,
\]

where \(k\) is now the chain's wave number. Multiplying the equations gives \(E^2-\Delta_i^2=4\tau^2\cos^2(ka)\). In the gap the right side must be negative, so \(ka=\pi/2+i\kappa a\), \(\cos(ka)=-i\sinh\kappa a\), and

\[
\sinh\kappa a=\frac{\sqrt{\Delta_i^2-E^2}}{2\tau}.
\]

No semiconductor property appears. For \(\Delta_i=\tau\) and \(E=0.1\tau\), the density is predicted to fall by a factor \(e^{4\kappa a}\) per two-site cell, with exponent \(4\kappa a=1.916\). Direct solution of the chain gives 1.916 for the gap density with either of two semiconductor gaps, and 1.916 for the transmission at the same energy. The relation also warns about computed insulator gaps: at fixed \(E\) and \(\tau\), too small a \(\Delta_i\) gives too slow a decay.

## From fewer gap states to a freer barrier

Let \(D\) be the areal density of gap states per unit energy. The Fermi level lies \(\phi_0-\phi_B\) above the neutrality level, so to linear order the gap states hold

\[
N=D(\phi_0-\phi_B)
\]

excess electrons per area. The opposite charge sits in the metal. Between the charges the field raises the electron energy by \(4\pi N\ell/\varepsilon\) across a layer of thickness \(\ell\) and permittivity \(\varepsilon\).

Three layers contribute. The metal side gives a length \(\lambda_m\), already divided by its permittivity. The film gives \(t/\varepsilon_i\). In the semiconductor the charge is spread as \(2qe^{-2qz}\), with \(z\) now the depth below its surface. The charge beyond depth \(z\) is \(Ne^{-2qz}\), and integrating it over \(z\) gives \(N/(2q)\). The contribution is \(d/\varepsilon_s\) with \(d=1/(2q)\). Setting \(\lambda_0=\lambda_m+d/\varepsilon_s\),

\[
\phi_B=\phi_{SM}+\alpha(\phi_0-\phi_B),\qquad
\alpha=4\pi D_0e^{-2\kappa_gt}\left(\lambda_0+\frac{t}{\varepsilon_i}\right).
\]

Here \(D_0\) belongs to the direct contact and \(\kappa_g=\sqrt{2m(V+\phi_0)}\) is taken at the neutrality level. Collecting \(\phi_B\) gives \((1+\alpha)\phi_B=\phi_{SM}+\alpha\phi_0\), or

\[
\phi_B=\phi_0-S\Delta,\qquad S=\frac{1}{1+\alpha},\qquad \Delta=\phi_0-\phi_{SM}.
\]

Since \(\phi_{SM}\) follows the metal work function one for one when the film holds no charge, \(S\) is the response of the barrier to it: zero is full pinning, one is none.

The film acts on \(\alpha\) in two opposite ways. It removes gap states, but it also moves the remaining charge farther from the metal and so enlarges the dipole per electron. Differentiating,

\[
\frac{1}{\alpha}\frac{d\alpha}{dt}=-2\kappa_g+\frac{1}{t+\varepsilon_i\lambda_0}.
\]

In this simple law, pinning is strongest at \(t=1/(2\kappa_g)-\varepsilon_i\lambda_0\) if that length is positive. It weakens from the start if \(2\kappa_g\varepsilon_i\lambda_0>1\). A low-permittivity film on a contact with a short dipole can therefore strengthen pinning at first: with \(\varepsilon_i=1\), \(\lambda_0=0.05\) nm and the example's \(\kappa_g\), the maximum is at 0.072 nm. That is thinner than an atomic layer, so here it marks a limit of the formula more than a usable film.

## What the current pays

An electron at energy \(E\) above the semiconductor edge has \(k_s=\sqrt{2mE}\) there, \(k_m=\sqrt{2m(W+E)}\) in the metal, and \(\kappa=\sqrt{2m(V-E)}\) in the film. Let the transmitted wave be \(e^{ik_s(z-t)}\). The previous film solution applies with \(q\) replaced by \(-ik_s\). The amplitude arriving from the metal is

\[
I=\tfrac12\left[\psi(0)+\frac{\psi'(0)}{ik_m}\right]
=\tfrac12\left[\left(1+\frac{k_s}{k_m}\right)\cosh\kappa t+i\left(\frac{\kappa}{k_m}-\frac{k_s}{\kappa}\right)\sinh\kappa t\right].
\]

The transmission is the flux ratio \((k_s/k_m)/|I|^2\):

\[
T=\frac{4k_mk_s}{(k_m+k_s)^2\cosh^2\kappa t+(\kappa-k_mk_s/\kappa)^2\sinh^2\kappa t}.
\]

The spin-degenerate conductance quantum is \(1/\pi\) in these units. Summing over transverse momentum,

\[
\frac1\rho=\frac1\pi\int\frac{d^2k_\parallel}{(2\pi)^2}\int_0^\infty dE\,T(E)\,[-f'(\phi_B+E+E_\parallel)],
\]

where \(f\) is the Fermi function measured from the Fermi level. Because \(E_\parallel=k_\parallel^2/2m\), the measure is \((m/2\pi)\,dE_\parallel\). The integral of \(-f'\) over \(E_\parallel\) is \(f(\phi_B+E)\), so

\[
\frac1\rho=\frac{m}{2\pi^2}\int_0^\infty T(E)f(\phi_B+E)\,dE .
\]

Thermal carriers are slow. In the denominator of \(T\) the cross terms combine to \(2k_mk_s(\cosh^2\kappa t-\sinh^2\kappa t)=2k_mk_s\). For \(k_s\ll k_m\) and \(k_s\ll\kappa\), all terms there that contain \(k_s\) are small beside \(k_m^2\cosh^2\kappa t\). If also \(\kappa_TtE/V\ll1\), \(\kappa\) can be replaced by its value \(\kappa_T\) at the conduction edge. Then \(T\approx4k_s/(k_mR)\), with

\[
R(t)=\cosh^2\kappa_Tt+\left(\frac{\kappa_T}{k_m}\right)^2\sinh^2\kappa_Tt,\qquad \kappa_T=\sqrt{2mV},
\]

and \(k_m\) taken at the edge. For \(\phi_B\gg kT\), where \(k\) in \(kT\) is Boltzmann's constant, \(f\approx e^{-(\phi_B+E)/kT}\). The remaining integral is \(\int_0^\infty\sqrt{2mE}\,e^{-E/kT}dE=\tfrac{\sqrt\pi}{2}kT\sqrt{2mkT}\), which gives

\[
\rho=\frac{2\pi^2}{mkT}\,\frac{k_m}{2\sqrt{\pi}\sqrt{2mkT}}\;e^{\phi_B/kT}R(t).
\]

For thick films \(R\to\tfrac14(1+\kappa_T^2/k_m^2)e^{2\kappa_Tt}\), the exponential price. For very thin ones \(R\approx1+(1+\kappa_T^2/k_m^2)\kappa_T^2t^2\), so the cost begins quadratically.

The two exponents differ because the energies differ. Pinning involves states in the semiconductor gap, while current flows near its conduction edge, closer to the top of the insulating barrier. In this one-band film, therefore, \(\kappa_T/\kappa_g=\sqrt{V/(V+\phi_0)}<1\). In the two-band chain above, decay is fastest at the middle of the insulator gap. There the ratio exceeds one if the neutrality level lies farther from midgap than the semiconductor conduction edge does.

## Where the two effects balance

In the exponential regime, \(\ln\rho=\text{constant}+\phi_B/kT+2\kappa_Tt\). From \(S=1/(1+\alpha)\),

\[
\frac{dS}{dt}=-\frac{1}{(1+\alpha)^2}\frac{d\alpha}{dt}
=S(1-S)\left[2\kappa_g-\frac{1}{t+\varepsilon_i\lambda_0}\right],
\]

because \(\alpha/(1+\alpha)^2=S(1-S)\). Using \(d\phi_B/dt=-\Delta\,dS/dt\), a stationary resistivity requires

\[
\Delta S(1-S)\left[2\kappa_g-\frac{1}{t+\varepsilon_i\lambda_0}\right]=2\kappa_TkT .
\]

The minimum is the root where \(\rho\) changes from falling to rising. Take \(\Delta>0\). Since \(S(1-S)\le1/4\) and the bracket is below \(2\kappa_g\), the exponential law then allows a fall only if

\[
\Delta>4kT\,\kappa_T/\kappa_g .
\]

This is necessary, not sufficient. The flat start of the true \(R\) can permit an initial fall at smaller positive \(\Delta\), whose size must be found from \(R\) itself. If \(\Delta<0\) and pinning weakens monotonically, unpinning raises the barrier and the film raises both factors in \(\rho\).

## Numbers for one contact

Choose round model parameters: \(m=0.4\), \(V=1\) eV, \(W=5\) eV, \(\phi_0=0.6\) eV, \(\phi_{SM}=0.2\) eV, \(D_0=2\times10^{14}\) eV⁻¹ cm⁻², \(\varepsilon_i=10\), \(\varepsilon_s=12\), \(\lambda_m=0.1\) nm and 300 K. Then \(2\kappa_g=8.20\) nm⁻¹, \(2\kappa_T=6.48\) nm⁻¹ and \(\varepsilon_i\lambda_0=1.17\) nm. Their product \(2\kappa_g\varepsilon_i\lambda_0\) is about 9.6, so pinning weakens from the start.

For the direct contact \(\alpha=4.22\), hence \(S=1/5.22=0.19\) and \(\phi_B=0.6-0.192\times0.4=0.523\) eV. At 0.6 nm,

\[
\alpha=4.22\,e^{-8.197\times0.6}\left(1+\frac{0.6}{1.166}\right)\approx0.047,
\]

so \(S\approx0.955\) and \(\phi_B\approx0.218\) eV. The threshold for \(\Delta\) is 0.082 eV, well below the available 0.4 eV. The stationary condition puts the minimum at 0.56 nm.

A fuller calculation takes the fading of the gap states from the matched wave and uses the complete Landauer integral. It also lets each layer of gap charge respond to its local band energy \(U(z)\), through

\[
U''=-\frac{4\pi}{\varepsilon_s}\,2qDe^{-2qz}(\phi_0-U).
\]

Near the surface \(U\) is farther from \(\phi_0\) than it is deeper in, so more charge collects than the lumped formula assumes. For the direct contact \(S\) falls from 0.19 to 0.15 and the barrier rises to 0.539 eV.

The fuller minimum is at 0.605 nm, with \(\phi_B=0.222\) eV. The thermal gain over the direct contact is

\[
e^{(0.539-0.222)/0.02585}\approx2.1\times10^5,
\]

and the tunnelling cost is a factor of 12.9. The net reduction is \(1.6\times10^4\): from 31 to \(1.9\times10^{-3}\) Ω cm². The simple law gives \(9\times10^3\). It is useful for the trend and the thickness, but its resistivity differs from the fuller one by up to a factor of about three in the computed series, at 0.2 nm.

The size of the gain rests on \(D_0\), which is a separate input here. The one-band metal wave, summed over transverse momentum, would itself give

\[
D=\frac{m}{2\pi^2W}\int_{\phi_0}^{W}\sqrt{\frac{W-x}{x}}\,dx\approx2.4\times10^{13}\ \text{eV}^{-1}\,\text{cm}^{-2}.
\]

With that smaller density the direct contact has \(S\approx0.66\), and the best film lowers \(\rho\) only about 33-fold with the normal-incidence fading, or about 45-fold with the fading summed over transverse momentum. The large gain therefore belongs to a strongly pinned contact.

The best film stops when the barrier is still 0.022 eV above its unpinned value, slightly less than \(kT\). Removing the rest would gain at most a further factor of about 2.3, and the growing tunnelling cost outweighs it. At 2 nm the barrier is unpinned to the digits shown, yet \(\rho\) has climbed back to 5.4 Ω cm². Between 2.5 and 3 nm its logarithm rises by 6.32 per nm, slightly below \(2\kappa_T\), because carriers above the conduction edge meet a lower barrier.

The insulator offset matters as well. In the fuller calculation, raising \(V\) from 0.5 to 3 eV thins the best film from 0.77 to 0.38 nm but lowers the net reduction from \(3.1\times10^4\) to \(7.7\times10^3\). To leading exponential order, reducing the gap-state density by a factor \(F\) costs a resistance factor \(F^{\kappa_T/\kappa_g}\). That exponent rises from 0.67 to 0.91 over this range. Within this one-band model, and only while the tails inside the film hold no charge, a low conduction offset is favourable because it eases the passage of current more than it eases the leakage of gap states. If those tails are charged as described in the last section, the trend reverses: the best reduction is then about 1.3 at \(V=0.5\) eV and about 8 at \(V=3\) eV. An insulator whose valence band lies close to these energies need not follow the same trend.

## How far to trust the result

The filled gap states extend from the neutrality level up to the Fermi level, where decay is slower. Taking \(\kappa_g\) at 0.2 eV below the edge instead of 0.6 eV moves the simple optimum from 0.56 to 0.63 nm. Transverse momentum acts the other way: it adds \(k_\parallel^2\) to \(\kappa^2\). At the fuller optimum, the summed gap density is \(2.4\times10^{-3}\) of its direct-contact value, against \(9.0\times10^{-3}\) at normal incidence. With the summed gap states scaled to the same \(D_0\), the optimum moves from 0.605 to about 0.48 nm and the net reduction rises to about \(3\times10^4\), so the third digit of the thickness has no physical weight.

Depletion charge was neglected. For doping \(n_d\) and band bending \(\phi_0\), the depletion width \(w\) obeys \(\phi_0=2\pi n_dw^2/\varepsilon_s\), which gives a sheet charge \(n_dw=\sqrt{n_d\varepsilon_s\phi_0/2\pi}\). At \(10^{16}\) cm⁻³ its interface drop is at most about 0.009 eV at the optimum. The tilt of the film barrier there is about 0.0075 eV, small beside \(V\). The omitted image forces are larger. The metal's image energy \(1/(4\varepsilon_i z)\) is about 0.12 eV at mid-film, which lowers the tunnelling cost from 12.9 to roughly 10, and the image lowering of the direct contact's barrier is about 0.02 eV. The doping range is also limited. At \(10^{16}\) cm⁻³ the bulk conduction edge lies 0.167 eV above the Fermi level, so the band bending at the optimum is only 0.055 eV, and below about \(10^{15}\) cm⁻³ no depletion barrier remains. In heavily doped device contacts carriers tunnel through the depletion barrier, and these numbers do not apply.

Three limits are more serious. The metal wave also has tails inside the film, and their charge was neglected. If they held charge at the same density per unit \(|\psi|^2\) as the tails in the semiconductor, \(S\) in the example would level off near 0.3 instead of one. With the same neutrality level in the film, the best net reduction would fall from \(1.6\times10^4\) to below 2. The one-band wave equation itself gives no reason to leave these tails uncharged, so the large gain is a consequence of that assumption. The film frees the barrier only if its own gap states hold much less charge than that. A film this thin may not have the bulk values of \(V\), \(m\) and \(\varepsilon_i\). And the argument removes only the pinning by metal tails in the semiconductor: states native to the semiconductor surface or created by the film need not fade with \(t\). If they dominate, the film can add its tunnelling resistance without freeing the barrier. The numerical output gives the full thickness series and the checks of the matching formulas.

## Table of computed values

```
effective mass 0.4 m_e; kT at 300 K = 0.02585 eV
V = 1.0, W = 5.0 eV
phi0 = 0.6, phi_sm = 0.2 eV
D0 = 2.0e+14 per eV per cm^2
eps_i = 10, eps_s = 12
lam_m = 0.100 nm, charge depth d = 0.199 nm
lam0 = 0.1166 nm, eps_i*lam0 = 1.166 nm
2 kappa_g = 8.197 per nm (neutrality level)
2 kappa_T = 6.480 per nm (conduction edge)
1/(2 kappa_g) = 0.1220 nm
short-dipole test (eps_i=1, lam0=0.05 nm): strongest pinning at t = 0.0720 nm
matching test at t = 0.5 nm: density 1.86569e-02, integrated 1.86569e-02
transmission, E = 0.05 eV: 5.00473e-02, integrated 5.00473e-02
chain decay per cell from complex band: 1.91588
  gap density, semiconductor half-gap 0.3: 1.91588
  gap density, semiconductor half-gap 0.6: 1.91588
  transmission: 1.91587
thick-film prefactor of gap-state fading: 1.282
alpha, direct contact, lumped: 4.220
S, direct contact: lumped 0.192, distributed 0.153
t (nm) | closed: S, phi (eV), rho (ohm cm^2) | full: same
0.0 | 0.192 0.523 1.45e+01 | 0.153 0.539 3.06e+01
0.2 | 0.510 0.396 1.65e-01 | 0.443 0.423 5.18e-01
0.4 | 0.824 0.270 3.62e-03 | 0.784 0.286 6.85e-03
0.6 | 0.955 0.218 1.61e-03 | 0.943 0.223 1.88e-03
0.8 | 0.990 0.204 3.38e-03 | 0.987 0.205 3.31e-03
1.0 | 0.998 0.201 1.09e-02 | 0.997 0.201 1.00e-02
1.5 | 1.000 0.200 2.68e-01 | 1.000 0.200 2.28e-01
2.0 | 1.000 0.200 6.85e+00 | 1.000 0.200 5.40e+00
optimum t from stationary condition: 0.563 nm
  same, kappa_g taken at phi_sm: 0.631 nm
optimum t from full calculation: 0.605 nm
  S = 0.945, phi = 0.222 eV
  rho = 1.883e-03 ohm cm^2, direct contact 3.065e+01 ohm cm^2
  thermal gain 2.096e+05, tunnelling cost 12.88
  net reduction, full: 1.627e+04; closed: 9.195e+03
  gap-state fading: normal incidence 9.003e-03, summed 2.425e-03
log-slope of rho, 2.5 to 3 nm: 6.317 per nm
least phi0-phi_sm for any fall (exponential law): 0.0818 eV
neglected: depletion drop at 1e16 per cm^3 below 0.0090 eV; film tilt 0.0075 eV
V (eV), kappa_T/kappa_g, optimum t (nm), net reduction:
  0.5  0.674  0.766  3.124e+04
  1.0  0.791  0.605  1.627e+04
  2.0  0.877  0.455  9.711e+03
  3.0  0.913  0.376  7.729e+03
```
